# Projected position operators, Wannier function spread and the Berry curvature: verification in Python

```python
# Under test (Hartree atomic units). P projects on an isolated group of J bands.
# 1D: PxP has eigenvalues lam_j + R a, exp(i lam_j b) = Wilson-loop eigenvalues, b = 2 pi/a;
#   its eigenfunctions minimise the spread Omega = Omega_I + Omega_t, Omega_I = <tr (dP/dk)^2 / 2>_k,
#   Omega_t = sum of squared off-diagonal Wannier matrix elements of x.
# 2D: K = [PxP,PyP] = i F(k), F = i P[dxP,dyP]P = dxAy - dyAx - i[Ax,Ay], A = i<u|du>;
#   trace per cell of K = i a^2 C/(2 pi); one band, C = 0: min Omega_t = sum_{R!=0} |F_R|^2/|R|^2.
import numpy as np
import scipy.sparse as sp
from scipy.integrate import solve_ivp
from scipy.optimize import minimize
from scipy.linalg import expm
from scipy.special import erfc
from scipy.constants import physical_constants
from numpy.polynomial.chebyshev import chebinterpolate

ANG2 = (physical_constants['Bohr radius'][0] * 1e10) ** 2
dag = lambda M: np.conj(np.swapaxes(M, -1, -2))
tr = lambda M: np.trace(M, axis1=-2, axis2=-1)
fmt = lambda v, d=6: " ".join(f"{z:.{d}f}" for z in np.atleast_1d(v))

def dproj(E, V, dH, n):
    M = dag(V) @ dH @ V
    K = np.zeros_like(M)
    K[..., n:, :n] = M[..., n:, :n] / (E[..., None, :n] - E[..., n:, None])
    return V @ (K + dag(K)) @ dag(V)

# ---------------- one dimension ----------------
a, V2, V1, phi, N, npc, sig = 6.0, 1.0, 0.3, 0.6, 24, 28, 1.5
b = 2 * np.pi / a
G = b * np.arange(-14, 15)
nG = len(G)
low = np.diag(np.full(nG - 1, V1 / 2 * np.exp(1j * phi)), -1) + np.diag(np.full(nG - 2, V2 / 2 + 0j), -2)
VG = low + dag(low)

def bloch1(k, J):
    E, V = np.linalg.eigh(np.diag((k + G) ** 2 / 2) + VG)
    return E, V, dproj(E, V, np.diag(k + G + 0j), J)

npts = N * npc
L = N * a
x = -L / 2 + np.arange(npts) * L / npts
q = 2 * np.pi * np.fft.fftfreq(npts, L / npts)
T = np.fft.ifft(q[:, None] ** 2 / 2 * np.fft.fft(np.eye(npts), axis=0), axis=0).real
Er, Psi = np.linalg.eigh((T + T.T) / 2 + np.diag(V2 * np.cos(2 * b * x) + V1 * np.cos(b * x + phi)))
print(f"1D: a={a} bohr, V2={V2} Ha, V1={V1} Ha, phi={phi} rad, b={b:.6f} 1/bohr")
print(f"ring: {N} cells, {npc} points/cell; {nG} plane waves; trial width {sig} bohr")
for n in range(3):
    print(f"band {n+1} range: {Er[n*N]:.6f} to {Er[(n+1)*N-1]:.6f} Ha")
assert abs(Er[0] - bloch1(0.0, 1)[0][0]) < 1e-9
ks = np.linspace(-b / 2, b / 2, N + 1)

for J in (1, 2):
    assert Er[J * N] - Er[J * N - 1] > 0.05
    # Bloch side: parallel transport, Wilson loop, metric
    U0 = bloch1(ks[0], J)[1][:, :J]
    rhs = lambda k, y: (bloch1(k, J)[2] @ y.reshape(nG, J)).ravel()
    sol = solve_ivp(rhs, (ks[0], ks[-1]), U0.ravel(), method='DOP853', t_eval=ks, rtol=1e-11, atol=1e-13)
    Uk = sol.y.T.reshape(N + 1, nG, J)
    Ush = np.zeros_like(U0)
    Ush[:-1] = U0[1:]
    W = dag(Ush) @ Uk[-1]
    assert np.abs(dag(W) @ W - np.eye(J)).max() < 1e-8
    ev, vec = np.linalg.eig(W)
    order = np.argsort(np.angle(ev))
    theta, vec = np.angle(ev)[order], vec[:, order]
    lam = theta / b
    trg = lambda k: 0.5 * tr(np.linalg.matrix_power(bloch1(k, J)[2], 2)).real
    OmI = np.mean([trg(k) for k in np.arange(64) * b / 64])
    wf = sum(np.exp(1j * np.outer(x, ks[i] + G)) @ (Uk[i] @ vec) * np.exp(-1j * lam * ks[i])
             for i in range(N)) / np.sqrt(N * npts)
    # real-space side: diagonalise PxP
    B = Psi[:, :J * N]
    mu, C = np.linalg.eigh(B.T @ (x[:, None] * B))
    eigf = B @ C
    central = (eigf[np.abs(x) < L / 4] ** 2).sum(0) > 0.5
    found = mu[central & (np.abs(mu) < 2 * a)]
    ladder = np.sort((lam[:, None] + a * np.arange(-3, 4)).ravel())
    ladder = ladder[np.abs(ladder) < 2 * a]
    assert len(found) == len(ladder) == 4 * J and np.abs(found - ladder).max() < 1e-7
    idx = [int(np.argmin(np.abs(mu - l))) for l in lam]
    home = eigf[:, idx]
    spreads = x ** 2 @ home ** 2 - (x @ home ** 2) ** 2
    overlap = np.abs((np.conj(wf) * home).sum(0))
    assert np.abs(overlap - 1).max() < 1e-7 and abs(spreads.sum() - OmI) < 1e-7
    dist = np.abs(x - lam[0]) / a
    tail = [(home[(dist >= R) & (dist < R + 1), 0] ** 2).sum() for R in (2, 4, 6)]
    assert tail[1] / tail[0] < 1e-2 and tail[2] / tail[1] < 1e-2
    # a non-optimal Wannier basis: Loewdin projection of Gaussians
    trial = np.array([np.exp(-(x - c) ** 2 / (2 * sig ** 2)) for c in (a / 4, -a / 4)[:J]]).T
    trial /= np.linalg.norm(trial, axis=0)
    u_, s_, vt = np.linalg.svd(B.T @ np.hstack([np.roll(trial, R * npc, axis=0) for R in range(N)]))
    assert s_.min() > 0.02
    Wp = B @ u_ @ vt
    X1, X2 = Wp.T @ (x[:, None] * Wp), Wp.T @ (x[:, None] ** 2 * Wp)
    Omp = sum(X2[n, n] - X1[n, n] ** 2 for n in range(J))
    Omt = sum((X1[:, n] ** 2).sum() - X1[n, n] ** 2 for n in range(J))
    assert abs(Omp - Omt - OmI) < 1e-7 and Omt > 1e-6
    # brute-force minimisation over gauges U(k) = exp(i h(k))
    M = 6
    ph = np.exp(2j * np.pi * np.outer(np.arange(N), np.arange(1, M + 1)) / N) / np.arange(1, M + 1)
    def moments(p):
        p = p.reshape(2 * M + 1, J, J)
        h = np.einsum('km,mij->kij', ph, p[1:M + 1] + 1j * p[M + 1:])
        h = h + dag(h) + (p[0] + p[0].T) / 2 + 0.5j * (p[0] - p[0].T)
        e, v = np.linalg.eigh(h)
        c = (np.fft.fft((v * np.exp(1j * e)[:, None, :]) @ dag(v), axis=0) / N).reshape(N * J, J)
        return (np.conj(c) * (X1 @ c)).sum(0).real, (np.conj(c) * (X2 @ c)).sum(0).real
    def omega(p):
        m1, m2 = moments(p)
        return (m2 - m1 ** 2).sum()
    res = minimize(omega, np.zeros((2 * M + 1) * J * J), method='BFGS', options={'gtol': 1e-5, 'maxiter': 200})
    assert abs(res.fun - OmI) < 1e-6
    assert np.abs(np.sort(moments(res.x)[0]) - lam).max() < 1e-5
    print(f"J={J} gap above group: {Er[J*N]-Er[J*N-1]:.6f} Ha")
    print(f"J={J} Wilson phases: {fmt(theta)} rad; centres: {fmt(lam)} bohr")
    print(f"J={J} PxP eigenvalues (ring): {fmt(found, 4)} bohr")
    print(f"J={J} Tr g at k=0, b/2: {trg(0.0):.6f} {trg(b/2):.6f} bohr^2")
    print(f"J={J} Omega_I: {OmI:.6f} bohr^2 = {OmI*ANG2:.6f} angstrom^2")
    print(f"J={J} spreads of PxP eigenfunctions: {fmt(spreads)}, sum {spreads.sum():.6f} bohr^2")
    print(f"J={J} overlap with transported functions: {fmt(overlap, 9)}")
    print(f"J={J} weight 2,4,6 cells away: {tail[0]:.2e} {tail[1]:.2e} {tail[2]:.2e}")
    print(f"J={J} projected gauge: Omega {Omp:.6f}, Omega_t {Omt:.6f} bohr^2")
    print(f"J={J} gauge-minimised Omega: {res.fun:.6f} bohr^2")

# ---------------- two dimensions ----------------
a2, t, L2 = 4.0, 0.1, 56
tau = a2 * np.array([[0, 0], [0.5, 0], [0.25, 0.5]])
sx = np.array([[0, 1], [1, 0]], complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])

def hoppings(m):  # matrices <0a|H|Rb> for R = 0, +x, +y
    H0, Tx, Ty = (np.zeros((3, 3), complex) for _ in range(3))
    H0[:2, :2], Tx[:2, :2], Ty[:2, :2] = m * sz, (sz - 1j * sx) / 2, (sz - 1j * sy) / 2
    H0[2, 2], H0[0, 2], H0[2, 0], Tx[1, 2], Ty[2, 0] = -2, 0.3, 0.3, 0.2, 0.2j
    return t * H0, t * Tx, t * Ty

def bloch2(kx, ky, m):
    H0, Tx, Ty = hoppings(m)
    kx, ky = np.asarray(kx)[..., None, None], np.asarray(ky)[..., None, None]
    H = Hx = Hy = 0
    for (rx, ry), Tm in (((0, 0), H0), ((1, 0), Tx), ((-1, 0), dag(Tx)), ((0, 1), Ty), ((0, -1), dag(Ty))):
        dx = rx * a2 + tau[None, :, 0] - tau[:, None, 0]
        dy = ry * a2 + tau[None, :, 1] - tau[:, None, 1]
        term = Tm * np.exp(1j * (kx * dx + ky * dy))
        H, Hx, Hy = H + term, Hx + 1j * dx * term, Hy + 1j * dy * term
    E, V = np.linalg.eigh(H)
    return E, V, dproj(E, V, Hx, 2), dproj(E, V, Hy, 2)

def curvature(Vocc, Px, Py):
    P = Vocc @ dag(Vocc)
    return 1j * P @ (Px @ Py - Py @ Px) @ P

def mesh(n):
    k = 2 * np.pi * np.arange(n) / (n * a2)
    c = np.rint(np.fft.fftfreq(n, 1 / n))
    KX, KY = np.meshgrid(k, k, indexing='ij')
    NX, NY = np.meshgrid(c, c, indexing='ij')
    phase = np.exp(1j * (KX[..., None] * tau[:, 0] + KY[..., None] * tau[:, 1]))
    return KX, KY, NX, NY, phase, NX[..., None] * a2 + tau[:, 0], NY[..., None] * a2 + tau[:, 1]

print(f"2D: a={a2} bohr, t={t} Ha, level -2t, couplings 0.3t 0.2t 0.2it, torus {L2}x{L2}")
print(f"orbital positions (x y): {fmt(tau.ravel(), 1)} bohr")
KX, KY, NX, NY, phase, RX, RY = mesh(L2)
S = sp.csr_matrix(np.roll(np.eye(L2), 1, axis=1))
I = sp.identity(L2, format='csr')
for m in (1, 3):
    E, V, Px, Py = bloch2(KX, KY, m)
    F = curvature(V[..., :2], Px, Py)
    kern = np.fft.ifft2(1j * F * phase[..., :, None] * np.conj(phase)[..., None, :], axes=(0, 1))
    H0, Tx, Ty = map(sp.csr_matrix, hoppings(m))
    hop = sp.kron(sp.kron(S, I), Tx) + sp.kron(sp.kron(I, S), Ty)
    top, bot, sc = E[..., 1].max(), E[..., 2].min(), 1.05 * np.abs(E).max()
    assert bot - top > t
    Hs = ((sp.kron(sp.kron(I, I), H0) + hop + hop.conj().T) / sc).tocsr()
    wid = (bot - top) / 11
    co = chebinterpolate(lambda y: 0.5 * erfc((y * sc - (top + bot) / 2) / wid), int(12 * sc / wid))
    def project(v):
        t0, t1 = v, Hs @ v
        out = co[0] * t0 + co[1] * t1
        for c in co[2:]:
            t0, t1 = t1, 2 * (Hs @ t1) - t0
            out += c * t1
        return out
    xs, ys = RX.reshape(-1, 1), RY.reshape(-1, 1)
    P0 = project(np.eye(3 * L2 * L2, 3, dtype=complex))
    mid = project(np.hstack([ys * P0, xs * P0]))
    Kr = project(xs * mid[:, :3] - ys * mid[:, 3:]).reshape(L2, L2, 3, 3)
    near = (np.abs(NX) <= 10) & (np.abs(NY) <= 10)
    err = np.abs(Kr - kern)[near].max()
    assert err < 1e-7
    kf = np.linspace(0, 2 * np.pi / a2, 25)
    Vo = bloch2(*np.meshgrid(kf, kf, indexing='ij'), m)[1][..., :2]
    c1, c2, c3, c4 = Vo[:-1, :-1], Vo[1:, :-1], Vo[1:, 1:], Vo[:-1, 1:]
    loop = dag(c1) @ c2 @ dag(c2) @ c3 @ dag(c3) @ c4 @ dag(c4) @ c1
    chern = -np.angle(np.linalg.det(loop)).sum() / (2 * np.pi)
    assert abs(chern - round(chern)) < 1e-9 and abs(round(chern)) == (1 if m == 1 else 0)
    trK = tr(Kr[0, 0])
    assert abs(trK - 1j * a2 ** 2 * round(chern) / (2 * np.pi)) < 1e-7
    KK, FF = (np.abs(Kr) ** 2).sum(), tr(F @ F).real.mean()
    assert abs(KK - FF) < 1e-6 and KK > 0.1
    print(f"m={m} gap: {bot-top:.6f} Ha; plaquette Chern number: {round(chern)}")
    print(f"m={m} Im tr_c K: {trK.imag:.6f} bohr^2; a^2 C/2pi: {a2**2*round(chern)/(2*np.pi):.6f} bohr^2")
    print(f"m={m} tr_c K^+K: {KK:.6f} bohr^4; <Tr F^2>: {FF:.6f} bohr^4")
    print(f"m={m} <(1,0),1|K|0,3>: real space {Kr[1,0,0,2]:.6f}, from iF {kern[1,0,0,2]:.6f} bohr^2")
    print(f"m={m} largest kernel mismatch: {err:.1e} bohr^2")

# F from the connection in a twisted local gauge; finite-difference error is O(h^2)
k0 = np.array([0.7, 2.1]) / a2
E, V, Px, Py = bloch2(k0[0], k0[1], 1)
T0 = V[:, :2]
def frame(k):
    Vo = bloch2(k[0], k[1], 1)[1][:, :2]
    u, _, vh = np.linalg.svd(dag(Vo) @ T0)
    d = (k - k0) * a2
    return Vo @ u @ vh @ expm(1j * (0.7 * d[0] * sx + 0.5 * d[1] * sy))
h = 2e-4 / a2
ex, ey = np.array([h, 0]), np.array([0, h])
conn = lambda k, e: 1j * dag(frame(k)) @ (frame(k + e) - frame(k - e)) / (2 * h)
curl = (conn(k0 + ex, ey) - conn(k0 - ex, ey) - conn(k0 + ey, ex) + conn(k0 - ey, ex)) / (2 * h)
Ax, Ay = conn(k0, ex), conn(k0, ey)
Ffd = curl - 1j * (Ax @ Ay - Ay @ Ax)
F0 = dag(T0) @ curvature(T0, Px, Py) @ T0
assert np.abs(Ffd - F0).max() < 1e-4 and np.abs(curl - F0).max() > 1
herm = lambda Mx: np.linalg.eigvalsh((Mx + dag(Mx)) / 2)
print(f"m=1 k0: {fmt(k0, 4)} 1/bohr; energies: {fmt(E)} Ha")
print(f"m=1 eigenvalues of F(k0), projector form: {fmt(herm(F0), 4)} bohr^2")
print(f"m=1 eigenvalues of curl A - i[A,A]: {fmt(herm(Ffd), 4)} bohr^2")
print(f"m=1 eigenvalues of bare curl A (twisted gauge): {fmt(herm(curl), 4)} bohr^2")

# top band at m = 3: direct minimisation of the real-space spread over all phases
n2 = 48
KX, KY, NX, NY, phase, RX, RY = mesh(n2)
E, V, Px, Py = bloch2(KX, KY, 3)
u = V[..., 2]
assert np.abs(u[..., 0]).min() > 0.3
v = u * (np.conj(u[..., :1]) / np.abs(u[..., :1])) * phase
Ftop = tr(curvature(V[..., 2:], Px, Py)).real
R2 = (NX ** 2 + NY ** 2) * a2 ** 2
FR = np.fft.fft2(Ftop) / n2 ** 2
Omt2 = (np.abs(FR[R2 > 0]) ** 2 / R2[R2 > 0]).sum()
OmI2 = 0.5 * tr(Px @ Px + Py @ Py).real.mean()
def spread2(th):
    z = v * np.exp(1j * th.reshape(n2, n2, 1))
    w = np.fft.ifft2(z, axes=(0, 1))
    p = np.abs(w) ** 2
    cx, cy = (RX * p).sum(), (RY * p).sum()
    r2 = (RX - cx) ** 2 + (RY - cy) ** 2
    g = np.fft.fft2(r2 * w, axes=(0, 1))
    return (r2 * p).sum(), (2 * (np.conj(g) * 1j * z).real.sum(-1) / n2 ** 2).ravel()
start = spread2(np.zeros(n2 * n2))[0]
res = minimize(spread2, np.zeros(n2 * n2), jac=True, method='L-BFGS-B',
               options={'ftol': 1e-15, 'gtol': 1e-12, 'maxiter': 3000, 'maxfun': 4000, 'maxcor': 20})
assert abs(FR[0, 0]) < 1e-8 and Omt2 > 1e-3
assert abs(res.fun - OmI2 - Omt2) < 1e-6
print(f"m=3 top band: F from {Ftop.min():.4f} to {Ftop.max():.4f} bohr^2, |mean| {abs(FR[0,0]):.1e} bohr^2")
print(f"m=3 top band: Omega_I {OmI2:.6f}, sum |F_R|^2/R^2 {Omt2:.6f} bohr^2")
print(f"m=3 top band: predicted minimum {OmI2+Omt2:.6f} bohr^2 = {(OmI2+Omt2)*ANG2:.6f} angstrom^2")
print(f"m=3 top band: projected gauge {start:.6f}, minimised {res.fun:.6f} bohr^2")
print("OK")
```

It prints:

```
1D: a=6.0 bohr, V2=1.0 Ha, V1=0.3 Ha, phi=0.6 rad, b=1.047198 1/bohr
ring: 24 cells, 28 points/cell; 29 plane waves; trial width 1.5 bohr
band 1 range: -0.294550 to -0.274742 Ha
band 2 range: 0.005503 to 0.058918 Ha
band 3 range: 0.975689 to 1.276003 Ha
J=1 gap above group: 0.280245 Ha
J=1 Wilson phases: 1.794252 rad; centres: 1.713384 bohr
J=1 PxP eigenvalues (ring): -10.2866 -4.2866 1.7134 7.7134 bohr
J=1 Tr g at k=0, b/2: 0.278017 1.461388 bohr^2
J=1 Omega_I: 0.772023 bohr^2 = 0.216188 angstrom^2
J=1 spreads of PxP eigenfunctions: 0.772023, sum 0.772023 bohr^2
J=1 overlap with transported functions: 1.000000000
J=1 weight 2,4,6 cells away: 1.16e-06 3.76e-11 1.77e-15
J=1 projected gauge: Omega 0.778913, Omega_t 0.006890 bohr^2
J=1 gauge-minimised Omega: 0.772023 bohr^2
J=2 gap above group: 0.916771 Ha
J=2 Wilson phases: -1.698199 1.667355 rad; centres: -1.621660 1.592207 bohr
J=2 PxP eigenvalues (ring): -10.4078 -7.6217 -4.4078 -1.6217 1.5922 4.3783 7.5922 10.3783 bohr
J=2 Tr g at k=0, b/2: 1.284861 0.477953 bohr^2
J=2 Omega_I: 0.836055 bohr^2 = 0.234119 angstrom^2
J=2 spreads of PxP eigenfunctions: 0.457645 0.378410, sum 0.836055 bohr^2
J=2 overlap with transported functions: 1.000000000 1.000000000
J=2 weight 2,4,6 cells away: 1.93e-07 1.35e-12 1.38e-17
J=2 projected gauge: Omega 0.840170, Omega_t 0.004115 bohr^2
J=2 gauge-minimised Omega: 0.836055 bohr^2
2D: a=4.0 bohr, t=0.1 Ha, level -2t, couplings 0.3t 0.2t 0.2it, torus 56x56
orbital positions (x y): 0.0 0.0 2.0 0.0 1.0 2.0 bohr
m=1 gap: 0.181333 Ha; plaquette Chern number: -1
m=1 Im tr_c K: -2.546479 bohr^2; a^2 C/2pi: -2.546479 bohr^2
m=1 tr_c K^+K: 20.504860 bohr^4; <Tr F^2>: 20.504860 bohr^4
m=1 <(1,0),1|K|0,3>: real space -0.053357+0.094261j, from iF -0.053357+0.094261j bohr^2
m=1 largest kernel mismatch: 5.4e-14 bohr^2
m=3 gap: 0.200672 Ha; plaquette Chern number: 0
m=3 Im tr_c K: 0.000000 bohr^2; a^2 C/2pi: 0.000000 bohr^2
m=3 tr_c K^+K: 0.894077 bohr^4; <Tr F^2>: 0.894077 bohr^4
m=3 <(1,0),1|K|0,3>: real space 0.001843-0.005308j, from iF 0.001843-0.005308j bohr^2
m=3 largest kernel mismatch: 1.2e-13 bohr^2
m=1 k0: 0.1750 0.5250 1/bohr; energies: -0.207196 -0.159692 0.166888 Ha
m=1 eigenvalues of F(k0), projector form: -0.4243 0.5586 bohr^2
m=1 eigenvalues of curl A - i[A,A]: -0.4243 0.5586 bohr^2
m=1 eigenvalues of bare curl A (twisted gauge): -10.9881 11.1224 bohr^2
m=3 top band: F from -7.7212 to 1.2138 bohr^2, |mean| 7.5e-15 bohr^2
m=3 top band: Omega_I 0.760917, sum |F_R|^2/R^2 0.017837 bohr^2
m=3 top band: predicted minimum 0.778754 bohr^2 = 0.218073 angstrom^2
m=3 top band: projected gauge 0.779975, minimised 0.778754 bohr^2
OK
```
